Invariant harmonics at an hcp site: selection, axis choice and signs

**The crystal and the notation**

In the LAPW method, the density and the potential inside an atomic sphere are expanded in angular functions with radial coefficients. This question asks which angular functions can occur at an atom of an hcp crystal, and how they depend on the choice of axes.

The crystal has lattice vectors a₁ and a₂ of length a in the basal plane, at 120° to each other, and a vector c perpendicular to them. Identical atoms sit at 0 and at

τ = t + c/2, t = (2a₁ + a₂)/3

in each cell. The ratio c/a is arbitrary. The z axis is along c, and θ and φ are polar angles about the atom at 0. The function f to be expanded is a real scalar with the full symmetry of the crystal, such as the density of a non-magnetic crystal.

For m ≥ 0 and u = cos θ, define

P_lm(u) = (1 − u²)^(m/2) dᵐP_l(u)/duᵐ,

with no further sign factor, and

N_lm = √[ (2 − δ_m0) (2l+1)/(4π) · (l−m)!/(l+m)! ].

Then N_lm P_lm cos mφ, and for m > 0 also N_lm P_lm sin mφ, are real and orthonormal on the unit sphere. Lengths are in bohr and densities in bohr⁻³.

**(a) Find all rotations and reflections about the atom at 0 that leave the crystal unchanged. Is inversion among them?**

*Answer.* Layers at heights nc, with n an integer, contain the triangular lattice L generated by a₁ and a₂. Layers at heights (n + ½)c contain L shifted by t. With a₁ along x,

a₁ = a(1, 0), a₂ = a(−1/2, √3/2), t = a(1/2, 1/(2√3)),

so t has azimuth 30° and length a/√3. The nearest positions in the next layer project onto

t, t − a₁, t − a₁ − a₂,

at azimuths 30°, 150° and 270°. They form an equilateral triangle.

Three operations leave the crystal unchanged:

- Rotation by 120° about z, C₃. It maps L to itself and turns t into t − a₁, which differs from t by a vector of L. The shifted layers are therefore preserved too.
- Reflection z → −z, σ_h. It exchanges layers of the same kind and changes no lateral position.
- Reflection in the vertical plane containing t, σ_v. It leaves t fixed, sends a₂ to −a₂ (since a₂ is perpendicular to t) and sends a₁ to a₁ + a₂. Both images belong to L.

C₃ and σ_v generate the six symmetries of the triangle. Combining each with the identity or σ_h gives 12 operations, the group D3h.

There are no others. A symmetry of the crystal must preserve its lattice of translations, which has a sixfold axis along c. The point group of a lattice is finite, and no finite group of rotations has two different sixfold axes, so the z axis is mapped to itself. The layers at ±c/2 are then kept or exchanged, and the triangle must go into itself. This leaves at most 6 × 2 = 12 operations.

Inversion is absent: it would turn the triangle by 180°, which does not map it to itself. Odd l is therefore not excluded in advance.

**(b) Let φ₀ be the azimuth of t in a frame whose x axis may point anywhere in the basal plane. Derive the conditions on l and m, and list the invariant harmonics up to l = 6.**

*Answer.* Write

f(θ,φ) = Σ_l Σ_m f_lm P_l|m|(cos θ) e^(imφ), −l ≤ m ≤ l.

These functions are linearly independent, so an invariance of f is a condition on the coefficients.

*Threefold axis.* The condition f(θ, φ + 120°) = f(θ, φ) gives

f_lm (e^(2πim/3) − 1) = 0.

Hence m must be a multiple of 3.

*Horizontal mirror.* It replaces u by −u. P_l has parity (−1)^l, each derivative changes the parity once, and (1 − u²)^(m/2) is even. For m ≥ 0 this gives

P_lm(−u) = (−1)^(l+m) P_lm(u).

The same sign applies to −m, so l + m must be even.

*Vertical mirror.* It replaces φ by 2φ₀ − φ, so that φ − φ₀ changes sign. For each m > 0, combine the terms with ±m into

P_lm(cos θ) [A cos m(φ − φ₀) + B sin m(φ − φ₀)].

The cosine is kept and the sine is reversed, so B = 0.

These operations generate the whole group, so the conditions are sufficient as well as necessary. The invariant harmonics are

H_lm = N_lm P_lm(cos θ) cos m(φ − φ₀), m = 0, 3, 6, … ≤ l, l + m even.

Up to l = 6:

- m = 0 requires even l: (0,0), (2,0), (4,0), (6,0).
- m = 3 requires odd l ≥ 3: (3,3), (5,3).
- m = 6 requires even l ≥ 6: (6,6).

Seven radial functions replace the 49 that a general expansion to l = 6 would need. There is no l = 1 term, so the potential due to all other charges has no linear term at the nucleus, and the electric field there vanishes.

The list depends on the symmetry being intact. A strain that makes the basal plane unequal in two directions removes the threefold axis, and with it the restriction to multiples of 3.

**(c) Confirm the number of invariants for each l by group characters, without using the list.**

*Answer.* Averaging a function over the group projects it onto the invariant functions. The trace of a projector is the dimension of the space onto which it projects. For each l,

n_l = (1/12) Σ_g χ_l(g),

where χ_l(g) is the trace of g in the space of the 2l+1 harmonics. The traces are:

- Identity: 2l + 1.
- Two rotations C₃: χ(C₃) = Σ_m cos(2πm/3), since the sine parts of ±m cancel.
- Three horizontal twofold axes: Σ_m (−1)^m = (−1)^l each. The trace does not depend on the direction of the axis, so it may be evaluated for an axis along z.
- Horizontal mirror: Σ_m (−1)^(l+m) = (−1)^l (−1)^l = 1.
- Two operations S₃ = σ_h C₃: χ(S₃) = Σ_m (−1)^(l+m) cos(2πm/3).
- Three vertical mirrors: 1 each, because a rotation of the axes turns them into the horizontal one.

Therefore

12 n_l = 2l + 1 + 2χ(C₃) + 3(−1)^l + 1 + 2χ(S₃) + 3.

| l | χ(C₃) | χ(S₃) | 12 n_l | n_l |
|---|---|---|---|---|
| 0 | 1 | 1 | 12 | 1 |
| 1 | 0 | −2 | 0 | 0 |
| 2 | −1 | 1 | 12 | 1 |
| 3 | 1 | 1 | 12 | 1 |
| 4 | 0 | −2 | 12 | 1 |
| 5 | −1 | 1 | 12 | 1 |
| 6 | 1 | 1 | 24 | 2 |

For l = 6 the sum is 13 + 2 + 3 + 1 + 2 + 3 = 24. The total number of invariants is seven, as in (b).

**(d) Decide between sine and cosine when x is (i) along the projected bond t, (ii) along a₁. Give the Cartesian forms for case (i).**

*Answer.* In general,

cos m(φ − φ₀) = cos mφ₀ cos mφ + sin mφ₀ sin mφ.

(i) Here φ₀ = 0, and both m = 3 and m = 6 give cosines.

(ii) Here φ₀ = 30°, and

cos(3φ − 90°) = sin 3φ,
cos(6φ − 180°) = −cos 6φ.

The m = 3 harmonics become sines. The m = 6 harmonic remains a cosine, but its coefficient changes sign if cos 6φ itself is used as the basis function. For a general φ₀ the function is a fixed mixture of cosine and sine, still with one free coefficient; it is a pure cosine or a pure sine exactly when mφ₀ is a multiple of 90°.

For the Cartesian forms, let (x, y, z) be a point on the unit sphere. Since x + iy = sin θ e^(iφ),

sin³θ cos 3φ = Re (x + iy)³ = x³ − 3xy²,
sin⁶θ cos 6φ = Re (x + iy)⁶ = x⁶ − 15x⁴y² + 15x²y⁴ − y⁶.

The derivatives needed are

d³P₃/du³ = 15,
d³P₅/du³ = d³/du³ [(63u⁵ − 70u³ + 15u)/8] = (3780u² − 420)/8 = (105/2)(9u² − 1),
d⁶P₆/du⁶ = 231 · 720/16 = 10395.

For (5,3), the squared prefactor is

N₅₃² (105/2)² = [2 · 11/(4π)] (2!/8!) (11025/4) = 385/(512π).

The same calculation gives 35/(32π) for (3,3) and 3003/(2048π) for (6,6). For m = 0 the Legendre polynomials are multiplied by √[(2l+1)/(4π)]. Hence, for φ₀ = 0,

H₀₀ = √(1/(4π))
H₂₀ = √(5/(16π)) (3z² − 1)
H₃₃ = √(35/(32π)) (x³ − 3xy²)
H₄₀ = √(9/(256π)) (35z⁴ − 30z² + 3)
H₅₃ = √(385/(512π)) (9z² − 1)(x³ − 3xy²)
H₆₀ = √(13/(1024π)) (231z⁶ − 315z⁴ + 105z² − 5)
H₆₆ = √(3003/(2048π)) (x⁶ − 15x⁴y² + 15x²y⁴ − y⁶).

**(e) A model crystal has a = 6 bohr and c/a = 1.6. Every atom carries the density 2(β/π)^(3/2) exp(−βr²), with β = 0.15 bohr⁻². The total density on a sphere of radius 2.5 bohr about the atom at 0 was projected on the real harmonics by numerical quadrature (40 Gauss–Legendre points in cos θ, 80 equally spaced azimuths). For φ₀ = 0 the coefficients C_lm, in 10⁻³ bohr⁻³, are**

| (l,m) | C_lm |
|---|---|
| (0,0) | 45.6616 |
| (2,0) | 0.2573 |
| (3,3) | 0.7905 |
| (4,0) | 0.3557 |
| (5,3) | 0.5006 |
| (6,0) | −0.2385 |
| (6,6) | −0.2092 |

**Find the coefficients for φ₀ = 10° and φ₀ = 30°, and those at the second atom.**

*Answer.* Turning the frame about z leaves the m = 0 coefficients unchanged. By (d), the others become C_lm cos mφ₀ for the cosine harmonic and C_lm sin mφ₀ for the sine harmonic.

For φ₀ = 10°, in 10⁻³ bohr⁻³:

(3,3): cosine 0.7905 × cos 30° = 0.6846, sine 0.7905 × sin 30° = 0.3953
(5,3): cosine 0.5006 × cos 30° = 0.4335, sine 0.5006 × sin 30° = 0.2503
(6,6): cosine −0.2092 × cos 60° = −0.1046, sine −0.2092 × sin 60° = −0.1812

For φ₀ = 30°, the coefficients of sin 3φ are 0.7905 and 0.5006, and the coefficient of cos 6φ is +0.2092.

For the second atom, consider the map r → τ − r. It sends a lattice vector R to τ − R, a site of the second kind, and sends τ + R to −R, a site of the first kind. The atoms are identical, so ρ(r) = ρ(τ − r). Setting r = τ + s gives

ρ(τ + s) = ρ(−s).

The density around the second atom is the inverted density around the first. Since harmonics have parity (−1)^l, in a common frame the (3,3) and (5,3) coefficients change sign and those of even l do not. For φ₀ = 30° the sin 3φ coefficients at the second atom are therefore −0.7905 and −0.5006.

If the local frame of the second atom is turned by 180° about z, its m = 3 functions change sign, because 3 × 180° is an odd multiple of 180°. Those with m = 0 and 6 do not. In these local frames the two atoms have equal coefficients.

**(f) The root-mean-square (rms) non-spherical density on this sphere is 0.3056 × 10⁻³ bohr⁻³. What share of it, in the rms sense, is left out by stopping at l = 4 and at l = 6?**

*Answer.* The harmonics are orthonormal, and the sphere has solid angle 4π. The mean square of the retained non-spherical part is therefore Σ C_lm²/(4π), without the (0,0) term. In units of 10⁻⁶ bohr⁻⁶:

to l = 4: (0.0662 + 0.6249 + 0.1265)/(4π) = 0.06506
to l = 6: (0.8176 + 0.2506 + 0.0569 + 0.0438)/(4π) = 0.09302

The full mean square is 0.3056² = 0.09339. The shares left out are

to l = 4: √[(0.09339 − 0.06506)/0.09339] ≈ 0.55
to l = 6: √[(0.09339 − 0.09302)/0.09339] ≈ 0.06 (only one figure survives the subtraction of rounded values; the direct projection gives 0.0635)

Thus 55 percent is missing at l = 4 and about 6 percent at l = 6. The rule in (b) gives (7,3), (8,0) and (8,6) as the next invariants. Including them in the same projection reduces the missing share to 0.17 percent. These figures belong to this model and this radius; symmetry fixes which terms occur, not how fast they decrease.

**(g) Show that at c/a = √(8/3) the twelve nearest neighbours contribute nothing to the (2,0) coefficient. Does (2,0) then leave the list?**

*Answer.* On the sphere, the density of an atom at R depends on the direction n through n·R̂ alone:

F(n·R̂) = Σ_l F_l(R) P_l(n·R̂).

By the addition theorem, the average of P_l(n·R̂) over the azimuth of n is P_l(cos θ) P_l(cos θ_R), where θ_R is the polar angle of R. The contribution to the (2,0) coefficient is thus proportional to F₂(R) P₂(cos θ_R).

Six neighbours lie in the basal plane at distance a. The other six have squared distance

a²/3 + c²/4 = a²/3 + 2a²/3 = a².

All twelve share the same F₂, so their angular factors can be added. In the plane, P₂(0) = −1/2. Out of the plane, cos²θ_R = 2/3 and P₂ = (3 × 2/3 − 1)/2 = 1/2. The sum is

6 × (−1/2) + 6 × (1/2) = 0.

This zero comes from the distances and angles of one shell; no operation of D3h requires it. With the same a, β and sphere radius, summing over all atoms out to 20.1 bohr gives a (2,0) coefficient of 2.1 × 10⁻⁶ bohr⁻³. It is small compared with 2.573 × 10⁻⁴ bohr⁻³ at c/a = 1.6, but it is not zero. The (2,0) harmonic stays in the list.
